# Choosing the Phase Correction for a Single-Sided Infrared Interferogram

A narrow absorption line in a simulated infrared spectrum has a peak optical depth of 0.45 at the resolution of the instrument. One way of processing the interferogram returns 0.45. Another returns 0.29. The data, record length and apodization are the same. The difference lies in how the samples around zero path difference are weighted.

That weighting belongs to the phase-correction setting of the software that turns an interferogram into a spectrum. This guide derives what the setting does in Mertz's method, what error it leaves, and how to choose it.

## Signal and conventions

Let $E$ be the photon energy and $k=\omega/c$ the angular wavenumber. In atomic units $\hbar=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant, so $k=\alpha E$. For numbers in eV and µm, $k=E/\hbar c$ with $\hbar c=0.1973$ eV µm.

An interferometer with path difference $x$ records, once the constant level is removed,

$$I(x)=\frac1\pi\int_0^\infty S(k)\cos[kx-\phi(k)]\,dk. \qquad (1)$$

Here $S\ge0$ is the spectrum. The phase $\phi$ comes from dispersion in the optics, from electronics, and from the fact that no sample falls at the true zero. Extend $S$ to negative $k$ as an even function and $\phi$ as an odd one. Then

$$I(x)=\frac1{2\pi}\int_{-\infty}^{\infty}B(k)e^{ikx}dk,\qquad B=Se^{-i\phi}, \qquad (2)$$

because the contributions of $k$ and $-k$ are complex conjugates. The inverse relation is $\int I e^{-ikx}dx=B(k)$.

If $I$ were known on both sides to large $|x|$, $|B|$ would give $S$ without knowledge of $\phi$. A single-sided instrument records $-a\le x\le L$ with $a\ll L$, which saves nearly half the scan. The origin $x=0$ is placed at the largest sample, called the burst. Moving the origin by $x_b$ replaces $\phi$ by $\phi-kx_b$.

The record consists of samples at $x=n\Delta$, with $n$ an integer. Replacing an integral by $\Delta$ times a sum adds copies of the transform displaced by multiples of $2\pi/\Delta$. The positive and negative parts of the spectrum do not overlap their copies if $S$ vanishes above $k=\pi/\Delta$.

## The three weights

Multiply the record by a weight $w(x)$, zero for $x<-a$, and by an even apodization $A(x)=\cos^2(\pi x/2L)$, which brings the far end smoothly to zero. The Mertz estimate is

$$S_M(k)=2\,\mathrm{Re}\left[e^{i\phi_e(k)}\int wAI\,e^{-ikx}dx\right], \qquad (3)$$

where $\phi_e$ is the estimated phase. Suppose first that $\phi_e=\phi=\phi_0+kx_0$ for positive $k$. The delay $x_0$ is the distance from the chosen origin to the centre of symmetry.

Neglect the negative-frequency part of $I$, whose influence at positive $k$ is small when the weight is smooth. Put $x=x_0+u$. The positive-frequency part of $I$ is then $e^{-i\phi_0}g(u)$, with

$$g(u)=\frac1{2\pi}\int_0^\infty S(k)e^{iku}dk,\qquad g(-u)=g^*(u).$$

The factor $e^{i\phi_e}$ cancels both $e^{-i\phi_0}$ and the factor $e^{-ikx_0}$ from the change of variable. Twice the real part is the integral plus its conjugate. Changing $u$ to $-u$ in the conjugate gives, where $A\approx1$,

$$S_M(k)=\int D(u)\,g(u)e^{-iku}du,\quad D(u)=w(x_0+u)+w(x_0-u). \qquad (4)$$

Recovery requires $D=1$. The choices differ in how they meet this condition.

**Unit weight** sets $w=1$ over the whole record. Then $D=2$ for $|u|<a+x_0$ and $D=1$ beyond. The centre is counted twice, and the result is the wanted spectrum plus a low-resolution copy made from the central part alone.

**A step** sets $w=0$ for $x<0$, $\tfrac12$ at zero and 1 for $x>0$. It gives $D=1$ if $x_0=0$. Otherwise $D-1=\mathrm{sgn}(x_0)$ for $|u|<|x_0|$, where the interferogram is strongest.

**The ramp** sets

$$w(x)=\frac{x+a}{2a}\quad(|x|\le a),\qquad w=1\quad(x>a). \qquad (5)$$

For $|u|<a-|x_0|$ the terms in $u$ cancel and $D=1+x_0/a$. For $|u|>a+|x_0|$, $D=1$. A misplaced origin now causes a small fractional change, spread over the whole ramp.

The errors can be compared. For small $|x_0|$ the step adds $2x_0g(0)$, so

$$\delta S_{\rm step}\approx\frac{x_0}{\pi}\int_0^\infty S\,dk,\qquad \delta S_{\rm ramp}\approx\frac{x_0}{a}S. \qquad (6)$$

The first is a nearly constant background, present even where $S$ is small. The second is proportional to the smooth part of $S$ and falls as the short side is lengthened.

The step result in (6) counts only the positive-frequency part of $I$. A step is not smooth, so the negative-frequency part adds an error that can be as large or, for some constant phases, much larger, and that need not vanish with the delay. For $\phi_0=0$ the interferogram is even about its centre, and (4) holds with the whole of $I$ in place of $g$. Since $I=2g(0)$ at the centre, the step error is then twice that in (6).

## When the phase is not linear

Write $w=\tfrac12+o$ within the two-sided range. The property $w(x)+w(-x)=1$ makes $o$ odd, and it extends beyond the ramp with $o=\pm\tfrac12$. The transform of $wA$ is therefore

$$\int wAe^{-i\kappa x}dx=\tfrac12\hat A(\kappa)-iQ(\kappa),\quad Q(\kappa)=\int oA\sin(\kappa x)\,dx,$$

with $\hat A$ the transform of $A$. A product in $x$ is a convolution in $k$. Inserting (2) into (3) and taking the real part gives

$$S_M(k)=\frac1{2\pi}\int_{-\infty}^{\infty}S(k')\left[\hat A(k-k')\cos\delta+2Q(k-k')\sin\delta\right]dk', \qquad (7)$$

with $\delta=\phi_e(k)-\phi(k')$. The first term is the apodized spectrum if $\delta$ is small across the width of $\hat A$. The second is the phase error of the method. At constant phase and $\phi_e=\phi$, $\delta=0$ for all positive $k'$, and apart from the negative-frequency image the apodized spectrum is recovered.

The ramp limits the reach of $Q$. For $|\kappa|$ well above $1/L$, where the apodization removes the contribution of the far end,

$$Q(\kappa)=\frac1a\int_0^a x\sin\kappa x\,dx+\int_a^\infty\sin\kappa x\,dx$$
$$=\left(-\frac{\cos\kappa a}{\kappa}+\frac{\sin\kappa a}{\kappa^2a}\right)+\frac{\cos\kappa a}{\kappa}=\frac{\sin\kappa a}{\kappa^2a}. \qquad (8)$$

A step is the limit $a\to0$, with $Q=1/\kappa$. It mixes in phase differences from across the spectrum. The ramp suppresses those with $|\kappa|\gg1/a$. With a step the negative-frequency part also counts. For a constant phase $\phi_0$ it has $\delta=2\phi_0$, which leaves an error even without a delay unless $\sin2\phi_0=0$. The ramp makes this part small as well, because there $|\kappa|=k+|k'|$ is large.

For a smooth spectrum whose interferogram lies inside the ramp, the error follows directly. There $w=\tfrac12+x/2a$ and $A\approx1$. Differentiating $B=\int Ie^{-ikx}dx$ shows that multiplication of $I$ by $x$ turns $B$ into $iB'$, where a prime means $d/dk$. With $B'=(S'-i\phi'S)e^{-i\phi}$,

$$e^{i\phi}\int wIe^{-ikx}dx=\frac S2+\frac{\phi'S}{2a}+\frac{iS'}{2a}.$$

Twice the real part is

$$S_M=S\left(1+\frac{\phi'}a\right). \qquad (9)$$

The local delay $\phi'(k)$ has replaced $x_0$. No choice of origin removes the error at all energies if the delay varies.

In a transmittance, the ratio of a sample spectrum to a background spectrum, the factor in (9) cancels for smooth features. Both records need the same $\phi$, the same $a$ and the same origin. If the origins differ by one sample, the factors differ by about $\Delta/a$.

## Where the phase comes from

The two-sided section $|x|\le a$ supplies the phase:

$$P(k)=\int_{-a}^{a}\cos^2\!\left(\frac{\pi x}{2a}\right)Ie^{-ikx}dx,\qquad e^{i\phi_e}=\frac{P^*}{|P|}. \qquad (10)$$

Using the complex factor avoids unwrapping an angle. It relies on $S>0$: if the signal changed sign, as it can when the sample emits more than it receives, the phase would jump by $\pi$ and a smooth spectrum would return with its sign lost.

For an interferogram concentrated near $x=0$, expand the window as $1-\pi^2x^2/4a^2$. Multiplication by $x^2$ turns $B$ into $-B''$, so $P\approx B+(\pi^2/4a^2)B''$. Differentiating $B$ twice,

$$B''=\left(S''-2i\phi'S'-i\phi''S-\phi'^2S\right)e^{-i\phi}.$$

To leading order in $1/a^2$, the angle of $Pe^{i\phi}$ is the imaginary part of the correction divided by $S$. Since $P$ has angle $-\phi_e$,

$$\phi_e-\phi\approx\frac{\pi^2}{2a^2}\left(\frac{\phi'S'}S+\frac{\phi''}2\right). \qquad (11)$$

The estimate suffers where a delay coincides with a steep spectrum. It also fails where $S$ is so weak that noise dominates $P$, or where $\phi$ has structure finer than about $1/a$.

A phase error $\varepsilon$ in (9) changes the result to $\cos\varepsilon\,S(1+\phi'/a)-\sin\varepsilon\,S'/a$. For a smooth spectrum the second term is doubly small. A line narrower than $1/a$ is less protected. Its interferogram extends beyond the ramp, where the weight acts as a step. There (7) adds about $\sin\varepsilon$ times $\pi^{-1}\int S_l(k')/(k-k')\,dk'$, taken as a principal value, where $S_l$ is the line's own contribution to $S$, without the smooth background. For a Lorentzian dip of depth $d$ that the record resolves, at offset $y$ in half-widths, the factor multiplying $\sin\varepsilon$ is roughly $-d\,y/(1+y^2)$. One side of the line rises and the other falls.

## The procedure

1. Remove the constant level. Find the sample of largest magnitude in the background record, call it $n=0$, and use the same position for the sample record. Let $m$ be the number of samples to its left, so $a=m\Delta$.
2. Form $w_n=(n+m)/2m$ for $|n|\le m$ and $w_n=1$ for $n>m$. Multiply by $A(n\Delta)$ and the data.
3. Form the short section with the window in (10).
4. Place each product in an array of $M$ zeros, sample $n$ at index $n$ modulo $M$. Negative $n$ then stand at the end of the array, and no artificial linear phase arises. $M$ must be at least the number of samples.
5. Take the discrete Fourier transform with kernel $e^{-2\pi ijn/M}$ and multiply by $\Delta$. Index $j$ belongs to $k=2\pi j/M\Delta$.
6. Compute $e^{i\phi_e}=P^*/|P|$, multiply the long transform by it, and take twice the real part.
7. Repeat for the other record and divide.

Zero-filling interpolates the spectrum and puts both transforms on one grid. It does not improve the resolution.

## A film spectrum with a known answer

The test spectrum imitates a thermal oxide film on silicon, measured against bare silicon. The film is 200 nm thick with a rough peak absorption coefficient of $3\times10^4$ cm$^{-1}$. Absorption alone, without reflection or interference at the film's surfaces, then gives an optical depth of $2\times10^{-5}\times3\times10^4=0.60$. Optical depth here means $-\ln T$, with $T$ the transmittance. Three Lorentzian optical depths are added:

| Centre (eV) | Centre (cm$^{-1}$) | Full width (eV) | Peak depth |
|---|---|---|---|
| 0.100 | 807 | 0.006 | 0.06 |
| 0.133 | 1073 | 0.009 | 0.60 |
| 0.200 | 1613 | 0.001 | 0.50 |

The first two have roughly the positions of oxide bands. The third is artificial and tests the resolution.

The background is $S_0=v^4e^{2(1-v^2)}$, with $v=E/(0.18\ \mathrm{eV})$ and peak value 1. Before the origin is moved, the phase is $0.30+k(0.25\ \text{µm})+0.60(E/0.2\ \mathrm{eV})^2$ in radians. Equation (1) was summed over energies 0.1 meV apart up to 0.70 eV, at 4352 path differences spaced by 0.6 µm. The sampling limit is $\pi\hbar c/\Delta=1.033$ eV.

The largest sample lies 1.2 µm from the nominal zero, leaving $a=154.8$ µm and $L=2455.8$ µm. The transform length was $M=16384$. The kernel $\hat A$ has full width $2\pi/L$ at half height, which is 0.505 meV or 4.07 cm$^{-1}$.

The reference is the true spectrum convolved with $\hat A$, again by summation:

| $E$ (eV) | True $T$ | Apodized $T$ | Recovered $T$ |
|---|---|---|---|
| 0.1000 | 0.9315 | 0.9317 | 0.9317 |
| 0.1331 | 0.5486 | 0.5491 | 0.5491 |
| 0.1990 | 0.8987 | 0.8939 | 0.8939 |
| 0.2000 | 0.6085 | 0.6380 | 0.6383 |

At the narrow line, finite resolution changes $T$ by 0.029, while the phase correction adds less than 0.0004. The apodized column is what this record can be expected to return.

**The delay error.** Since $dE/dk=\hbar c$, the local delay from the burst is

$$\phi'=0.25-1.2+\frac{2(0.60)E}{(0.2)^2}\,0.1973\ \text{µm},$$

with $E$ in eV. At 0.35 eV it is 1.12 µm, and (9) predicts a relative error of $1.12/154.8=0.0072$. At 0.06 eV the prediction is $-0.0038$. Over this range the root-mean-square relative error is 0.0032 in the background spectrum and 0.00007 in the transmittance, both against the apodized truth. The evaluation points are denser near the three bands. The cancellation in the ratio accounts for the improvement.

**The step.** With the same data, apodization and estimated phase, the largest background error is 0.184 of the source peak for the step and 0.0020 for the ramp. Integrating $S_0$ gives $\pi^{-1}\int S_0dk=0.25$ µm$^{-1}$. Across the band the delay runs from $-0.6$ to 1.1 µm. The two end values put into (6) give step errors of 0.15 and 0.28 in size. This is only an order-of-magnitude estimate, because the phase is not linear and (6) leaves out the negative-frequency part.

**The phase estimate.** At 0.30 eV the delay is 0.83 µm, $S_0'/S_0=-4.7$ µm and $\phi''/2=0.58$ µm$^2$. Equation (11) gives

$$\frac{\pi^2}{2(154.8)^2}\left[0.83(-4.7)+0.58\right]\approx-7\times10^{-4}\ \text{rad}.$$

The largest error found for the background between 0.08 and 0.30 eV has this size. Adding a deliberate 0.05 rad to the sample phase changes its spectrum by up to 1.2% within 3 meV of the narrow line.

## Reading the two line depths

With unit weight, sample and background each contain a low-resolution copy. The background is smooth and simply doubles. The measured transmittance is therefore approximately

$$T_{\rm unit}=\frac{T_A+T_a}{2},$$

where $T_A$ has the full apodized resolution and $T_a$ that of the central section. The depths 0.4495 and 0.2915 correspond to $T_A=0.638$ and $T_{\rm unit}=0.747$. Hence $T_a=2(0.747)-0.638=0.856$: the central section shows an absorption of 0.144.

The line width explains this small value. A weak Lorentzian with half-width $\gamma$ in $k$ has an interferogram envelope $e^{-\gamma|x|}$. For the narrow line $\gamma=0.0005/0.1973=0.0025$ µm$^{-1}$, so the envelope decays over about 395 µm, well beyond $a$. The central section holds a fraction $1-e^{-\gamma a}=0.32$ of the peak, which gives $0.50\times0.32=0.16$ to first order in the optical depth. The next term of $e^{-\tau}$, with $\tau$ the optical depth, lowers it. The main film band decays over 44 µm and is largely contained in the centre, so unit weight harms it much less.

The small remaining ramp error can be traced too. With $r=\phi'/a$, (4) gives $S_0(T_A+rT_a)$ for the sample and $S_0(1+r)$ for the background. To first order their ratio is

$$T\approx T_A+r(T_a-T_A).$$

At 0.200 eV the delay is 0.23 µm and $r=0.0015$. The predicted shift is $0.0015\times0.218=0.0003$, in agreement with the table. The common factor does not fully cancel for a line whose interferogram outlasts the ramp.

## Choosing the setting

Use the ramp whenever the short two-sided section is included. Unit weight is unsuitable for (3), and a step is safe only if the delay is negligible across the whole band and the remaining constant phase is close to a multiple of $\pi/2$.

Choose $a$ from the quantity to be reported. For a single-beam spectrum with relative delay error $\eta$, (9) requires $a>|\phi'|_{\max}/\eta$. Here $\eta=0.001$ would need about 1100 µm. For a ratio, the present 155 µm leaves errors below 0.0004 in $T$ for the three bands tested. The shift $r(T_a-T_A)$ grows with the local delay, so the same narrow line placed at 0.34 eV would be off by about 0.0016. The short side must still resolve the phase and contain the interferogram of the smooth background.

If the sample is nearly opaque in part of the band, $P$ becomes unreliable there. The background phase is then the better choice, provided the sample leaves the instrument phase unchanged.

## Effects outside the phase correction

White noise of standard deviation $\sigma$ per sample enters (3) as $2\Delta\sum w_nA_n\sigma\xi_n\cos(\cdot)$, with $\xi_n$ independent and of unit variance. The squared cosine averages to one half, so the spectral standard deviation is $2\Delta\sigma(\sum w_n^2A_n^2/2)^{1/2}$. For $\sigma$ equal to $10^{-4}$ of the burst, this is 0.0008 of the source peak. One simulated noisy record gave 0.00085. Such noise exceeds the phase error in the ratio over most of the band.

A detector whose response falls by 1% at twice the mean background light, with a reduction proportional to the light level, changes $T$ by up to about 0.003 between 0.06 and 0.35 eV. The largest change lies at the low-energy edge, where the source is weak, and a wider range would give larger ones. Rays filling a cone of half-angle $\theta=0.020$ rad have mean path difference $x(1+\cos\theta)/2$. This shifts the main band by $-0.133(1-\cos\theta)/2$ eV, or $-0.013$ meV, far below the resolution.

Reflection inside the wafer matters most among these estimates. For a rough index $n_s=3.4$ and thickness 500 µm, the first side burst lies at $2n_s\times500=3400$ µm, outside the record. The fringes are absent, but the multiply reflected light remains. Let $R=[(n_s-1)/(n_s+1)]^2=0.30$ be the reflectance at each face and $t=e^{-0.60}$ the single-pass film transmission. Each round trip multiplies the intensity by $R^2t^2$, so the sum is proportional to $t/(1-R^2t^2)$. Relative to bare silicon, the apparent optical depth rises by

$$\ln\frac{1-R^2t^2}{1-R^2}=0.066,$$

or 11% of 0.60. This rough estimate gives the coated face the reflectance of bare silicon and ignores reflection at the oxide–silicon interface. It errs on the low side: a coherent single-oscillator film with the same thickness and peak absorption coefficient gives a rise of about 0.08.

The model also omits film dispersion, lattice absorption in silicon, and reflection and interference at the film's surfaces. For a film this thin on silicon, these surface effects can lower the peak depth by more than ten percent, which works against the rise from the wafer and can nearly cancel it. The model's bands are therefore not a prediction for a real oxide. An error below 0.0004 in $T$ describes only the phase correction in this test. Deriving a film thickness from a measured spectrum also needs an optical model of film and wafer: ignoring the wafer reflections alone could make the thickness wrong by a tenth or more.
